# Kohn-Sham conductance of the Anderson junction below and above the Kondo temperature

**Q:** My molecular junction has one relevant level. What is meant by its "exact Kohn-Sham conductance"?

**A:** Take the Anderson junction: a level \(\varepsilon_d\), a repulsion \(U\) when it holds two electrons, and two non-interacting leads with a flat, very wide band. Each lead contributes \(\Gamma/2\) to the full width \(\Gamma\). The Fermi energy is zero, there is no magnetic field, and \(\beta=1/kT\).

The density variable is the mean occupation \(n\) of the level, both spins included. The Kohn-Sham (KS) system is a non-interacting level in the same leads, at
\[
\varepsilon_s=\varepsilon_d+v_{\rm Hxc},
\]
chosen to give the same \(n\) at the same temperature. Since \(n\) falls monotonically as a level is raised, this choice is unique. The exact KS conductance is the Landauer conductance of that level. The density is exact; nothing yet says that the conductance is.

**Q:** How do I compare the two conductances?

**A:** Both follow from one current formula. Eliminating lead \(\alpha\) from the equation of motion of the level operator \(d\), for one spin, leaves the term \(\xi_\alpha-i(\Gamma_\alpha/2)d\), where \(\xi_\alpha\) is the field of the free lead. Electrons enter from that lead at the rate
\[
\frac{2}{\hbar}{\rm Im}\langle d^\dagger\xi_\alpha\rangle-\frac{\Gamma_\alpha}{\hbar}n_\sigma
=\frac{\Gamma_\alpha}{\hbar}\Big[\int f_\alpha A\,d\omega-n_\sigma\Big].
\]
Here \(\xi_\alpha\) has spectral density \(\Gamma_\alpha f_\alpha/2\pi\), the response of \(d^\dagger\) to it is the conjugate of the retarded function \(G_d\), and \({\rm Im}\,G_d^*=\pi A\), with \(A\) the spectral function per spin. Interactions are allowed on the level because the lead field itself is free.

In a steady state the two inflows are opposite. Half their difference removes \(n_\sigma\), since \(\Gamma_L=\Gamma_R=\Gamma/2\). Two spins give
\[
I=\frac{2e}{h}\,\frac{\pi\Gamma}{2}\int A\,(f_L-f_R)\,d\omega .
\]
For a small bias \(f_L-f_R=eV(-f')\), so with \(G_0=2e^2/h\)
\[
\frac{G}{G_0}=\frac{\pi\Gamma}{2}\int(-f')A\,d\omega. \tag{1}
\]
The KS conductance \(G_s\) uses the Lorentzian \(A_s\) of width \(\Gamma\) centred at \(\varepsilon_s\).

**Q:** The true \(A\) has a narrow Kondo peak and \(A_s\) has none. Why should they agree at zero temperature?

**A:** At \(T=0\) equation (1) needs \(A(0)\) alone, and the density fixes it. Write \(G_d^{-1}=\omega-\varepsilon_d+i\Gamma/2-\Sigma(\omega)\). In the Fermi-liquid ground state \({\rm Im}\,\Sigma(0)=0\). With \(E=\varepsilon_d+{\rm Re}\,\Sigma(0)\) and \(\cot\delta=2E/\Gamma\), \(0<\delta<\pi\),
\[
\frac{G}{G_0}=\frac{\pi\Gamma}{2}A(0)=\frac{(\Gamma/2)^2}{E^2+(\Gamma/2)^2}=\sin^2\delta .
\]

For the occupation, differentiate \(G_d^{-1}\) and multiply by \(G_d\):
\[
G_d=\partial_\omega\ln G_d^{-1}+G_d\,\partial_\omega\Sigma .
\]
The last term does not contribute to \(n_\sigma=-\frac1\pi{\rm Im}\int_{-\infty}^0G_d\,d\omega\). To see this, rotate its integral to the imaginary axis. There \(\Sigma\) is the derivative with respect to \(G_d\) of a sum of closed diagrams, \(\Phi\). Shifting all internal frequencies together leaves \(\Phi\) unchanged, so \(\int\Sigma\,\partial G_d=0\) over the whole axis, with the jump of \(G_d\) at zero frequency included in \(\partial G_d\). \(\Sigma\) itself has no jump there, because \({\rm Im}\,\Sigma(0)=0\), so integration by parts gives \(\int G_d\,\partial\Sigma=0\) over the whole axis. Taking the imaginary part of the rotated integral combines the two halves of the axis into just this integral. This assumes a ground state connected continuously to \(U=0\).

What remains is the phase of \(G_d^{-1}\). It is \(\pi\) at \(-\infty\) and \(\pi-\delta\) at zero, and it cannot wind because \({\rm Im}\,G_d^{-1}>0\). Hence
\[
n_\sigma=\frac{\delta}{\pi},\qquad \frac{G}{G_0}=\sin^2\frac{\pi n}{2}. \tag{2}
\]
The KS level obeys the same argument with a real constant in place of \(\Sigma\). Equal \(n\) therefore means equal phase and equal conductance. It also follows that
\[
\varepsilon_s=\frac{\Gamma}{2}\cot\frac{\pi n}{2},\qquad v_{\rm Hxc}={\rm Re}\,\Sigma(0)\quad(T=0).
\]

**Q:** That gives equality, but not yet a plateau. Where does the derivative discontinuity enter?

**A:** A plateau requires \(\varepsilon_s\) to stay near zero while the gate moves \(\varepsilon_d\) by almost \(U\). The potential must make up the difference.

Look first at the isolated level. Let \(x=e^{-\beta\varepsilon_d}\), \(y=e^{-\beta U}\) and \(Z=1+2x+x^2y\). Then
\[
\frac n2=\frac{x(1+xy)}{Z},\qquad 1-\frac n2=\frac{1+x}{Z}.
\]
The KS level has \(n/2=f(\varepsilon_s)\), so \(e^{-\beta\varepsilon_s}\) is the ratio of these two expressions. Taking the logarithm,
\[
v_{\rm Hxc}=kT\ln\frac{1+e^{-\beta\varepsilon_d}}{1+e^{-\beta(\varepsilon_d+U)}} .
\]
As \(T\to0\) this tends to \(0\) for \(\varepsilon_d>0\), to \(-\varepsilon_d\) for \(-U<\varepsilon_d<0\), and to \(U\) below. In the middle range \(n=1\): the potential jumps by \(U\) at integer occupation. That is the derivative discontinuity.

The leads round the jump. In the singly occupied valley, an electron can visit an empty lead state of energy \(\varepsilon\), at cost \(\varepsilon+|\varepsilon_d|\). Second-order perturbation theory gives this fluctuation the probability
\[
\frac{\Gamma}{2\pi}\int_0^\infty\frac{d\varepsilon}{(\varepsilon+|\varepsilon_d|)^2}=\frac{\Gamma}{2\pi|\varepsilon_d|}.
\]
Double occupation has the same form with \(\varepsilon_d+U\). Both spin states have the same charge, so to first order in \(\Gamma\)
\[
n\simeq1+\frac{\Gamma}{2\pi}\left[\frac1{\varepsilon_d+U}-\frac1{|\varepsilon_d|}\right]. \tag{3}
\]
At the centre, \(\varepsilon_d=-U/2\), the derivative is \(dn/d\varepsilon_d=-4\Gamma/(\pi U^2)\). Also \(d\varepsilon_s/dn=-\pi\Gamma/4\) at \(n=1\), which is smaller than the corrections of order \(U\) that equation (3) leaves out of \(d\varepsilon_d/dn\). To leading order, then, the slope of \(v_{\rm Hxc}=\varepsilon_s-\varepsilon_d\) is \(-d\varepsilon_d/dn\):
\[
\frac{dv_{\rm Hxc}}{dn}\simeq\frac{\pi U^2}{4\Gamma}.
\]
For \(U\gg\Gamma\) this is a steep, smooth step, confined to a window of \(n\) of order \(\Gamma/U\).

**Q:** Can you show this with numbers?

**A:** Take round parameters: \(U=1\) eV, \(\Gamma=0.1\) eV and a lead half-bandwidth of 10 eV. A numerical renormalization group (NRG) calculation gives \(n\) and \(G\) separately, the latter from matrix elements of \(d\) and not from equation (2). At its lowest temperatures:

| \(\varepsilon_d\) (eV) | \(n\) | \(v_{\rm Hxc}\) (eV) | \(G_s/G_0\) | \(G/G_0\), NRG | Hartree |
|---|---|---|---|---|---|
| 0 | 0.41 | 0.07 | 0.36 | 0.36 | 0.14 |
| −0.1 | 0.74 | 0.12 | 0.85 | 0.84 | 0.29 |
| −0.3 | 0.958 | 0.303 | 1.00 | 0.96 | 0.74 |
| −0.5 | 1.000 | 0.500 | 1.00 | 0.99 | 1.00 |

The test of equation (2) allows a difference of \(0.04\,G_0\). The largest one, at \(-0.3\) eV, is mainly residual temperature: \(G\) is still rising there, from 0.88 to 0.975 \(G_0\) over the last threefold cooling listed in the numerical output.

Between \(-0.3\) and \(-0.5\) eV the gate moves the bare level by 0.2 eV, while \(\varepsilon_s\) moves by 0.003 eV. The mean slope of the potential is \((0.500-0.303)/(1.000-0.958)\approx4.7\) eV per electron. The leading estimate at the centre is 7.9 eV. The difference has two sources. Equation (3), used over this finite interval, gives \(0.197/0.0303\approx6.5\) eV; and the computed \(1-n\) is 1.38 times the first-order value, which brings this to 4.7 eV.

The Hartree column is the control. Its potential, \(Un/2\), has no step. It reaches \(G_0\) at the symmetric point, where symmetry puts the level at zero, but at \(-0.3\) eV it has already lost a quarter of the conductance. A functional can therefore be right at the centre and still miss the plateau.

**Q:** Now I warm the junction. Why does the agreement end?

**A:** Equation (2) used \({\rm Im}\,\Sigma(0)=0\), which is lost when the Kondo screening of the spin is lost. At the symmetric point the real part of \(G_d^{-1}(0)\) vanishes. With \(\gamma=-{\rm Im}\,\Sigma(0,T)\),
\[
\frac{\pi\Gamma}{2}A(0)=\frac{\Gamma/2}{\Gamma/2+\gamma}=\frac1{1+2\gamma/\Gamma}.
\]
A free spin makes \(\gamma\) large. For the isolated symmetric level
\[
G_d=\frac12\left[\frac1{\omega+U/2}+\frac1{\omega-U/2}\right]=\frac{\omega}{\omega^2-U^2/4},
\]
so \(G_d^{-1}=\omega-U^2/(4\omega)\): the self-energy has a pole at the Fermi energy. With leads, above the Kondo temperature \(T_K\), the pole is smeared into a large \(\gamma\). Well below \(T_K\), screening removes it.

A static real KS potential has no \(\gamma\). Nor does the density signal the change, because the charge is already frozen at \(kT\ll\Gamma\) while the spin is still free.

**Q:** What does the KS conductance do instead?

**A:** It follows its own width, \(\Gamma\). Summing the KS Green function over the frequencies \((2m+1)\pi kT\) gives
\[
n=1-\frac2\pi{\rm Im}\,\psi(z),\qquad z=\frac12+\frac{\Gamma/2+i\varepsilon_s}{2\pi kT},
\]
because the sum over \(m\ge0\) of \({\rm Im}\,1/(m+z)\) is \(-{\rm Im}\,\psi(z)\), with \(\psi\) the digamma function. Moving the Lorentzian shows that \(\int(-f')A_s\,d\omega=-\tfrac12\,\partial n/\partial\varepsilon_s\). Equation (1) then becomes
\[
\frac{G_s}{G_0}=\frac{\Gamma}{4\pi kT}\,{\rm Re}\,\psi'(z).
\]
At \(n=1\) and \(kT\ll\Gamma\), averaging \(1-4\omega^2/\Gamma^2\) with \(\langle\omega^2\rangle=\pi^2(kT)^2/3\) gives \(G_s/G_0\simeq1-\frac{4\pi^2}{3}(kT/\Gamma)^2\). No Kondo scale appears.

Define \(T_K\) by \(G=G_0/2\). At the symmetric point the calculation gives \(kT_K=6.7\times10^{-5}\) eV, or 0.77 K. The KS conductance falls to half at \(kT=0.049\) eV, about 740 times higher. At four temperatures:

| \(kT\) (eV) | \(T/T_K\) | \(G/G_0\) | \(G_s/G_0\) |
|---|---|---|---|
| \(1.4\times10^{-5}\) | 0.21 | 0.86 | 1.00 |
| \(1.1\times10^{-3}\) | 17 | 0.14 | 1.00 |
| 0.010 | 150 | 0.064 | 0.91 |
| 0.030 | 450 | 0.047 | 0.65 |

The last row is at 348 K: 3.7 µS against 51 µS, a factor of 14. At \(\varepsilon_d=-0.3\) eV, \(n\) stays between 0.958 and 0.961 from the lowest temperature up to \(kT=0.03\) eV, while \(G\) falls from 0.975 to 0.074 \(G_0\). The density has almost no record of this collapse.

**Q:** Is the KS value too high at every gate voltage?

**A:** For \(kT\ll\Gamma\) I claim it for the odd valley, not for mixed valence. For \(kT\gg\Gamma\), to leading order in \(\Gamma\) (sequential tunnelling), it can be proved for every gate voltage. There
\[
A=(1-n/2)\,\delta(\omega-\varepsilon_d)+(n/2)\,\delta(\omega-\varepsilon_d-U),
\]
since adding an electron costs \(U\) if the other spin is present. With \(-f'=\beta f(1-f)\) and the expressions for \(n\) above,
\[
\frac{G}{G_0}=\frac{\pi\Gamma\beta}{2}\frac xZ\left[\frac1{1+x}+\frac{xy}{1+xy}\right]
=\frac{\pi\Gamma\beta}{2}\,\frac{x(1+2xy+x^2y)}{Z(1+x)(1+xy)},
\]
\[
\frac{G_s}{G_0}=\frac{\pi\Gamma\beta}{2}\,\frac n2\Big(1-\frac n2\Big)=\frac{\pi\Gamma\beta}{2}\,\frac{x(1+x)(1+xy)}{Z^2}.
\]
Put \(a=1+x^2y\). Then \((1+x)(1+xy)=a+x+xy\), \(Z=a+2x\) and \(1+2xy+x^2y=a+2xy\). Since
\[
(a+x+xy)^2-(a+2x)(a+2xy)=(x+xy)^2-4x^2y=x^2(1-y)^2,
\]
the ratio is
\[
\frac{G_s}{G}=1+\frac{x^2(1-y)^2}{(a+2x)(a+2xy)}\ \ge1,
\]
with equality at \(U=0\). At the centre \(x=e^{\beta U/2}\) and \(x^2y=1\). With \(c=\cosh(\beta U/2)\), the fraction is \(4(c^2-1)/[8(1+c)]=(c-1)/2\), so \(G_s/G=(1+c)/2=\cosh^2(\beta U/4)\).

For \(kT=0.1\) eV and \(\Gamma\to0\), the ratio is 1.3 at \(\varepsilon_d=0\) and 38 at the centre. Deep in the valley \(G\) at this order is exponentially small in \(\beta U\), and it competes with cotunnelling, about \(3(\Gamma/U)^2G_0\) at the centre. At \(kT=0.1\) eV the two are comparable for \(\Gamma\approx0.03\) eV, so the value 38 needs \(\Gamma\) far below that. At lower temperature cotunnelling takes over at still smaller \(\Gamma\) and limits the ratio.

**Q:** Would a better ground-state functional cure this?

**A:** No. The functional here is already exact for \(n\). What is missing is the exchange-correlation response to the current. If the KS electrons feel the bias \(V-R_{\rm xc}I\), then \(I=G_s(V-R_{\rm xc}I)\), and dividing by \(G_sI\) gives
\[
\frac1G=\frac1{G_s}+R_{\rm xc}.
\]
A shift of the KS level linear in \(V\) adds nothing in linear response, because in the current it multiplies \(f_L-f_R\), which is already linear in \(V\). At \(T=0\), equation (2) makes \(R_{\rm xc}=0\) for one level in flat, wide leads. If \(\Gamma\) varies with energy on the scale of the level width, the phase also counts charge displaced in the leads, and matching \(n\) alone no longer fixes the conductance. At 348 K in the example it is about \(20/G_0\), while \(1/G_s\) is about \(1.5/G_0\), so nearly all the resistance is of this kind.

For a spin-unpolarised calculation on a junction that fits this model (one level, flat wide leads, odd valley), two faults must be kept apart. A functional without the step misplaces the level and spoils the plateau even at \(T=0\). A functional with the step repairs that, but if it is used with the Landauer formula alone at \(T_K\ll T\ll\Gamma/k\), it predicts a valley near the full resonant conductance where the junction is blockaded. For unequal couplings both \(G\) and \(G_s\) are multiplied by \(4\Gamma_L\Gamma_R/\Gamma^2\), so their ratio is unchanged but neither reaches \(G_0\). A spin-polarised mean field fails differently: it splits the level, and at the centre of this example gives about \(0.01\,G_0\) even at \(T=0\), where the exact value is \(G_0\).

## Computed values

```
U=0 check: max error n 0.0014, G 0.0008 G0
largest discretization correction of G: 0.6 %
U = 1.0 eV, Gamma = 0.1 eV, half-bandwidth = 10.0 eV
G0 = 2e^2/h = 77.481 microsiemens
Lowest temperatures: eps_d, eps_s, v_Hxc in eV; G in G0
 eps_d     n     eps_s   v_Hxc  G_KS   G_NRG  G_Hartree  kT(eV)
  0.00  0.4085  0.06691  0.0669  0.358  0.361   0.142    1.1e-03
 -0.10  0.7442  0.02125  0.1212  0.847  0.836   0.285    3.7e-04
 -0.30  0.9581  0.00330  0.3033  0.996  0.958   0.740    1.4e-05
 -0.50  1.0000  0.00000  0.5000  1.000  0.989   1.000    1.5e-06
eps_d=-0.3: first-order n = 0.9697, (1-n) NRG/first = 1.38
mean slope of v_Hxc from eps_d=-0.3 to -0.5: 4.69 eV/electron
leading estimate pi U^2/(4 Gamma) = 7.85 eV
eps_d=-0.5: k_B T_K (G = G0/2) = 6.66e-05 eV = 0.77 K
eps_d=-0.3: k_B T_K (G = G0/2) = 2.36e-04 eV = 2.73 K
KS conductance at n=1 falls to G0/2 at kT = 0.0494 eV, 742 times k_B T_K
eps_d=-0.5:  kT(eV)   kT/kT_K     n     G_NRG   G_KS  (G0)
           2.70e-01  4047.746   1.0000   0.073  0.132
           8.99e-02  1349.797   1.0000   0.046  0.332
           3.00e-02   449.953   1.0000   0.047  0.654
           9.99e-03   149.985   1.0000   0.064  0.907
           3.33e-03    49.995   1.0000   0.093  0.986
           1.11e-03    16.665   1.0000   0.141  0.998
           3.70e-04     5.555   1.0000   0.227  1.000
           1.23e-04     1.852   1.0000   0.380  1.000
           4.11e-05     0.617   1.0000   0.618  1.000
           1.37e-05     0.206   1.0000   0.859  1.000
           4.57e-06     0.069   1.0000   0.971  1.000
           1.52e-06     0.023   1.0000   0.993  1.000
eps_d=-0.3:  kT(eV)   kT/kT_K     n     G_NRG   G_KS  (G0)
           2.70e-01  1144.631   0.8874   0.079  0.130
           8.99e-02   381.699   0.9418   0.076  0.331
           3.00e-02   127.239   0.9604   0.074  0.652
           9.99e-03    42.413   0.9607   0.101  0.904
           3.33e-03    14.138   0.9599   0.153  0.982
           1.11e-03     4.713   0.9592   0.246  0.994
           3.70e-04     1.571   0.9586   0.411  0.996
           1.23e-04     0.524   0.9583   0.656  0.996
           4.11e-05     0.175   0.9581   0.883  0.996
           1.37e-05     0.058   0.9581   0.975  0.996
shell nearest 300 K: kT = 0.0300 eV = 348 K
  G = 0.047 G0 = 3.67 microsiemens
  G_KS = 0.654 G0 = 50.65 microsiemens, ratio 13.8
  R_xc = 1/G - 1/G_KS = 19.59 / G0
Sequential limit (Gamma << kT), kT = 0.10 eV: G_KS/G
  eps_d= 0.00 eV: ratio 1.333, v_Hxc = 0.0693 eV
  eps_d=-0.20 eV: ratio 4.449, v_Hxc = 0.2127 eV
  eps_d=-0.50 eV: ratio 37.605, v_Hxc = 0.5000 eV
```
